# Electron wavelength and surface row spacing from a reflection-diffraction pattern

## Problem

In reflection high-energy electron diffraction, a beam meets a crystal surface at a small grazing angle and the scattered electrons light up a screen. Electrons of kinetic energy $T=15.0$ keV strike an unreconstructed germanium (001) surface at $\theta=3.0^\circ$, with the beam azimuth along [110]. The flat screen is perpendicular to that azimuth. Its distance from the illuminated spot, measured parallel to the surface, is $L=300$ mm. Neighbouring vertical streaks are $t=7.45$ mm apart.

1. Find the electron wavelength, and the error made by leaving out relativity.
2. Find the spacing $d$ of the atomic rows that run parallel to the beam.
3. Find the lattice constant $a$ of the cubic crystal.
4. Decide how many digits of the result are justified.

## Hints

**Hint 1.** The kinetic energy is the total energy minus the rest energy $mc^2$. Find the momentum from the total energy, then use $\lambda=h/p$.

**Hint 2.** Let $x$ run along the beam azimuth, $y$ across it in the surface, and $z$ along the outward normal. What does a shift of the surface by $d$ along $y$ do to the wave?

**Hint 3.** A screen point at $(L,Y,Z)$ tells you the direction of the outgoing wave vector. Elastic scattering tells you its length.

**Hint 4.** In the (001) plane of a diamond-structure crystal, the shortest lattice vectors are $(a/2)(1,1)$ and $(a/2)(1,-1)$.

## Solution

### 1. The wavelength

The total energy is $T+mc^2$, and the energy–momentum relation is $(T+mc^2)^2=(pc)^2+(mc^2)^2$. Expanding the square and cancelling $(mc^2)^2$ gives

$$(pc)^2=T^2+2Tmc^2 .$$

Dividing by $c^2$ and taking out the factor $2mT$ gives

$$p^2=2mT+\frac{T^2}{c^2}=2mT\left(1+\frac{T}{2mc^2}\right),$$

$$\lambda=\frac hp=\frac{h}{\sqrt{2mT\,\bigl(1+T/2mc^2\bigr)}} .$$

With $mc^2=510.999$ keV,

$$pc=\sqrt{15.0^2+2(15.0)(510.999)}\ \text{keV}=124.720\ \text{keV}.$$

Since $\lambda=hc/(pc)$ and $hc=1239.842$ keV pm,

$$\lambda=\frac{1239.842}{124.720}\ \text{pm}=9.941\ \text{pm}.$$

As a test by another route, the relativistic equation of motion was integrated numerically for an electron starting from rest in a uniform field, until it had crossed 15 kV. Its final momentum also gives 9.9410 pm.

Without relativity, $\lambda_{\rm nr}=h/\sqrt{2mT}=10.014$ pm, which is 0.73 % longer than the relativistic value. To see where this comes from, write $\epsilon=T/mc^2=0.029354$ and expand:

$$\frac{\lambda}{\lambda_{\rm nr}}=\left(1+\frac{\epsilon}{2}\right)^{-1/2}=1-\frac{\epsilon}{4}+\frac{3\epsilon^2}{32}-\dots$$

The first correction is $-0.0073$ and gives 9.9402 pm. The next term adds about 0.0008 pm, which accounts for the remaining difference. The correction is small because $T\ll mc^2$, although the electron already moves at $0.237\,c$. In the opposite limit, $T\gg mc^2$, the momentum tends to $T/c$ and the wavelength to $hc/T$.

### 2. From streak spacing to row spacing

The incident wave vector has length $k=2\pi/\lambda$ and components $(k\cos\theta,\,0,\,-k\sin\theta)$. The incident wave therefore does not depend on $y$.

For the [110] azimuth, the surface cell is a square with one side along $x$ and the other along $y$. A shift by $d$ along $y$ leaves both the surface and the incident wave unchanged, so it leaves the whole wave field unchanged. Each outgoing plane wave, of wave vector $\mathbf k'$, must then satisfy $e^{ik'_yd}=1$, or

$$k'_y=\frac{2\pi n}{d},\qquad n=0,\pm1,\pm2,\dots$$

This argument rests on symmetry alone. It holds if electrons scatter several times, and also if they are refracted by the average potential inside the crystal. Refraction can change the height or brightness of a feature, but not the permitted values of $k'_y$.

Elastic scattering means $|\mathbf k'|=2\pi/\lambda$. A wave reaching the screen at $(L,Y,Z)$ travels along that vector, whose length is $R=\sqrt{L^2+Y^2+Z^2}$, so $k'_y/|\mathbf k'|=Y/R$. Inserting the two wave-vector conditions gives

$$\frac{n\lambda}{d}=\frac YR\qquad\Longrightarrow\qquad d=\frac{n\lambda R}{Y}.$$

When $Y$ and $Z$ are much smaller than $L$, $R\approx L$. The streaks then lie at $Y\approx n\lambda L/d$, and neighbours are separated by $t\approx\lambda L/d$. Hence

$$d\approx\frac{\lambda L}{t}=\frac{(9.941\times10^{-3}\ \text{nm})(300\ \text{mm})}{7.45\ \text{mm}}=0.400\ \text{nm}.$$

Wide streak spacing means narrow row spacing, as in any diffraction grating.

**Spots and streaks.** If the surface is also well ordered along $x$, with period $b$, the same shift argument gives $k'_x=k\cos\theta+2\pi m/b$ with integer $m$. Since $k'_x/k=L/R$, each $m$ gives a circle on the screen. This ratio cannot exceed 1, and here $\lambda/b\approx0.025$ (with $b=d$) is larger than $1-\cos\theta=0.0014$, so positive $m$ is ruled out. Negative $m$ lowers $L/R$ and gives larger circles. The spots on the innermost circle therefore have $m=0$. For them $L/R=\cos\theta$, so $R^2=L^2/\cos^2\theta$ and

$$Y^2+Z^2=L^2\tan^2\theta .$$

These are sharp spots on a circle. The first-order spot has $Y\approx7.45$ mm and $Z=13.85$ mm.

Imperfect order along the beam allows a small spread $\delta k'_x$. At fixed $k'_y$, elastic scattering keeps $k_x'^2+k_z'^2$ fixed, so to first order $\delta k'_z=-(k'_x/k'_z)\,\delta k'_x$. At the first-order spot $k'_x/k'_z=L/Z=300/13.85\approx22$. A small spread is stretched about 22 times in the vertical direction, and the spot becomes a streak.

The formula $d=n\lambda R/Y$ uses only periodicity across the beam, so in this model it holds all along the streak. This was tested by adding the waves from a single line of scatterers 0.400 nm apart. The first-order maximum lay at $Y=7.459$ mm for $Z=5$ mm and at $Y=7.484$ mm for $Z=25$ mm. The streak bends slightly outwards because $R$ grows with height, and the formula returned 0.400 nm at both heights.

**The small-angle error.** For $Y,Z\ll L$,

$$\frac RL=\sqrt{1+\frac{Y^2+Z^2}{L^2}}\approx1+\frac{Y^2+Z^2}{2L^2}.$$

At the first-order spot $R=300.412$ mm, which changes $d$ from 0.4003 to 0.4009 nm. The simple formula is low by 0.14 %.

### 3. The lattice constant

The vectors in Hint 4 are perpendicular, and each has length $(a/2)\sqrt2=a/\sqrt2$. One of them points along the beam and the other across it, so $d=a/\sqrt2$ and

$$a=\sqrt2\,d=\sqrt2\,(0.4003\ \text{nm})=0.566\ \text{nm}.$$

The full formula, $d=0.4009$ nm, would give 0.567 nm; the difference lies well inside the uncertainty found below. The azimuth is needed for this step. The pattern gives the spacing of rows parallel to the beam, and that is not the side of the surface cell for every beam direction.

### 4. How many digits are justified?

From $d\approx\lambda L/t$, a small relative error in $L$ passes unchanged into $d$, and one in $t$ passes with opposite sign. Take these errors as assumptions:

- If the beam lands 5 mm from the supposed place along the sample, $d$ changes by 1.7 %.
- A ruler error of 0.1 mm in $t$ changes $d$ by 1.3 %.
- An error of 0.1 kV in the supply changes $d$ by 0.34 %.

If the three are independent, their squares add, giving 2.2 % or 0.009 nm. The justified results are

$$d=0.40\pm0.01\ \text{nm},\qquad a=0.57\pm0.01\ \text{nm}.$$

Here the relativistic correction is smaller than the measurement uncertainty. It still belongs in the calculation, because leaving it out makes $d$ too large every time, and repeated measurements do not average that away.

**Comparison with the real case.** A clean germanium (001) surface is normally reconstructed (Variation B), so the unreconstructed surface is an idealisation; the main streaks keep the spacing used here. The beam energy and grazing angle are ordinary for this technique, and germanium's lattice constant is roughly 0.57 nm. The result agrees with it, but at the 2 % level this is a check of the geometry and not a precise measurement of the crystal. One assumption that is easily broken is that of a small spot at a known place: at grazing incidence, a small change in sample height moves the spot along the surface by $1/\tan\theta\approx19$ times as much, and a beam of width $w$ lights a strip of length $w/\sin\theta$, nearly 6 mm for $w=0.3$ mm. Two other effects are smaller. An energy loss of 15 eV before the diffraction changes the inferred $d$ by 0.05 %; a loss after it that does not deflect the electron leaves $Y/R$, and so $d$, unchanged. Warming the crystal by 300 K expands it by about 0.18 %, using a rough expansion coefficient; this is a real change of the lattice, and matters when a hot surface is compared with a room-temperature value.

A reference surface helps. If two patterns are taken with the same $\lambda$ and $L$, then $d_1/d_2\approx t_2/t_1$, and errors in the beam energy and landing point cancel as long as they are the same in both.

## Variation A: the beam along [100]

*The crystal is turned by $45^\circ$ about its normal, with everything else held fixed. What is the new streak spacing?*

The beam now runs along a diagonal of the square surface cell. The rows parallel to it are $d'=(a/\sqrt2)/\sqrt2=a/2$ apart, so

$$d'=\frac{0.566\ \text{nm}}2=0.283\ \text{nm},\qquad t'\approx\frac{\lambda L}{d'}=\sqrt2\,t=10.5\ \text{mm}.$$

One detail of the derivation changes. Neighbouring rows are now displaced along $x$ by half their period, so a shift by $d'$ along $y$ alone is no longer a symmetry. The lattice vector joining neighbouring rows is $(s,d')$, and the condition becomes $(k'_x-k\cos\theta)\,s+k'_yd'=2\pi n$. For the $m=0$ spots the first term vanishes and the earlier result returns.

Both azimuths were tested by adding the waves from an ordered patch 80 nm long and 16 nm wide, with a square cell of side 0.4000 nm. The brightest first-order spots gave 0.4000 nm with the beam along the side and 0.2828 nm along the diagonal, as expected from $0.4000/\sqrt2$.

The spot must also leave the surface. For $m=0$, $k_z'^2=k^2\sin^2\theta-k_y'^2$ must be positive, so the first order requires $\sin\theta>\lambda/d'=0.035$, or $\theta$ above about $2.0^\circ$. The chosen $3^\circ$ satisfies this.

## Variation B: faint streaks midway

*The beam is again along [110], and faint streaks appear halfway between the main ones. What has happened to the surface?*

The smallest streak spacing is now $t/2=3.725$ mm, so the period across the beam is

$$\frac{\lambda L}{t/2}=2d=0.80\ \text{nm}.$$

Surface atoms that join in pairs, as on the reconstructed germanium (001) surface, can cause such a doubling. In a simple model, the two rows of each pair move towards each other by $\delta$ each, so they lie at $\pm(d/2-\delta)$ from their centre. Their joint amplitude is $2\cos[k'_y(d/2-\delta)]$. At the first midway position $k'_y=\pi/d$, and this equals $2\sin(\pi\delta/d)$; at the next, $k'_y=3\pi/d$, it equals $-2\sin(3\pi\delta/d)$. Both vanish for evenly spaced rows and appear once they pair. This one-layer model gives the positions of the new streaks, not their brightness: for $d=0.400$ nm and $\delta=0.05$ nm (a test value, not that of germanium) the squared amplitude at $3\pi/d$ is 3.4, above the 2.0 of the first main streak. Unpaired layers underneath, left out here, add to the main streaks only.

A wave sum with $d=0.400$ nm, $\delta=0.05$ nm and 21 pairs gave a period of 0.8016 nm instead of 0.8000 nm. The small excess comes from the finite patch. Let $q=k'_y-\pi/d$ and $u=d/2-\delta=0.15$ nm. Near the peak, the pair amplitude varies as $1+gq$ with $g=-u\tan(\pi u/d)=-0.36$ nm. The sum over $M=21$ pairs varies as $1-Cq^2$ with $C=(M^2-1)d^2/6=11.7$ nm². Their product is largest near $q=g/(2C)=-0.015$ nm⁻¹, which is 0.2 % of $\pi/d$. The peak moves inwards by that fraction, and the inferred period rises by the same fraction. Since $C$ grows as $M^2$, the shift fades for larger ordered regions.

The main values on this sheet are listed in the numerical output below.

## Numbers as computed

```
kinetic energy T                    15.0 keV
electron rest energy                510.999 keV
T / rest energy                     0.029354
momentum times c                    124.720 keV
h times c                           1239.842 keV pm
speed / c                           0.2371
nonrelativistic wavelength          10.0137 pm
leading-correction wavelength       9.9402 pm
relativistic wavelength             9.9410 pm
wavelength from equation of motion  9.9410 pm
sample-to-screen distance L         300.0 mm
grazing angle                       3.0 deg
streak spacing t                    7.45 mm
t / L                               0.02483
row spacing d, small angle          0.4003 nm
height of first-order spot          13.85 mm
distance R to first-order spot      300.412 mm
row spacing d, full formula         0.4009 nm
cubic lattice constant sqrt(2) d    0.5661 nm
rough germanium lattice constant    0.57 nm
midway streak spacing               3.725 mm
doubled period                      0.8006 nm
wave sum: lattice side put in       0.4000 nm
wave sum: d, beam along side        0.4000 nm
wave sum: d, beam along diagonal    0.2828 nm
wave sum: period with paired rows   0.8016 nm
wave sum: streak Y at Z = 5 mm      7.4591 mm
wave sum: streak Y at Z = 25 mm     7.4839 mm
relative change of d from each effect:
  beam landing point off by 5 mm        1.667 %
  ruler error 0.1 mm                    1.325 %
  nonrelativistic wavelength            0.731 %
  supply error 0.1 kV                   0.336 %
  thermal expansion over 300 K (rough)  0.180 %
  small-angle formula                   0.137 %
  energy loss 15 eV                     0.051 %
landing, ruler, supply in quadrature  2.16 %
the same as an uncertainty of d       0.0086 nm
```
